# Escape Cone and Escape Probability of Isotropic Electrons at a Flat Surface: a numerical check

```python
"""
Escape of isotropic electrons over a planar surface barrier.

Result under test: with energy E and vacuum level U both measured from the
internal band bottom, equal masses and conserved parallel momentum, escape
needs mu = cos(angle to normal) > mu_c = sqrt(U/E).  Hence
  directions uniform in the outward hemisphere:  P_dir  = 1 - sqrt(U/E)
  electrons counted as they strike the surface:  P_flux = 1 - U/E
Both are upper limits for one encounter; wave reflection lowers them.
Energies are in eV, lengths in nm, fields in V/nm unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import expn

rng = np.random.default_rng(12345)

# Rough typical values for a polymer resist of the PMMA kind
U, E = 2.5, 6.0
mean_free_path, birth_depth = 1.0, 1.0
temperature = 300.0
field = 0.01                 # V/nm, equal to 0.1 MV/cm
breakdown_field = 0.5        # V/nm, rough
permittivity = 2.6           # relative, rough
loss_energy = 0.1            # one vibrational quantum, rough
absorb_probability = 0.5     # chance that a collision removes the electron
step_width = 0.05            # width parameter of a rounded surface step

hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2


def critical_cosine(energy, barrier, mass_ratio=1.0):
    return np.sqrt(max(0.0, 1 - (1 - barrier / energy) / mass_ratio))


def p_dir(energy, barrier, mass_ratio=1.0):
    return 1 - critical_cosine(energy, barrier, mass_ratio)


def p_flux(energy, barrier, mass_ratio=1.0):
    return 1 - critical_cosine(energy, barrier, mass_ratio)**2


def p_wave(energy, barrier):
    """Direction and flux averages including reflection at a sharp step."""
    c = critical_cosine(energy, barrier)
    X = np.arccosh(1 / c)
    direction = 1 - c - c * (1/15 - np.exp(-3*X)/6 + np.exp(-5*X)/10)
    flux = 1 - c**2 - c**2 * (1/6 - np.exp(-2*X)/4 + np.exp(-6*X)/12)
    return direction, flux


mu_c = critical_cosine(E, U)
P_dir, P_flux = p_dir(E, U), p_flux(E, U)


# --- Newtonian trajectories through a smooth surface step ---------------
def trajectories(mu, corrugation):
    """Unit mass, unit step width; True where the electron ends outside."""
    q, dt = 0.5, 0.02
    x = rng.uniform(0, 2 * np.pi / q, mu.size)
    z = np.full(mu.size, -12.0)
    vx = np.sqrt(2 * E * (1 - mu**2))
    vz = np.sqrt(2 * E) * mu

    def force(x, z):
        arg = np.clip(z - corrugation * np.cos(q * x), -60, 60)
        s = 1 / (1 + np.exp(-arg))
        slope = U * s * (1 - s)
        return -slope * corrugation * q * np.sin(q * x), -slope

    fx, fz = force(x, z)
    for _ in range(3000):
        vx += 0.5 * dt * fx
        vz += 0.5 * dt * fz
        x += dt * vx
        z += dt * vz
        fx, fz = force(x, z)
        vx += 0.5 * dt * fx
        vz += 0.5 * dt * fz
    return z > 5


mu_grid = (np.arange(2000) + 0.5) / 2000
out_flat = trajectories(mu_grid, 0.0)
out_rough = trajectories(mu_grid, 1.5)
traj_dir = out_flat.mean()
traj_flux = np.sum(mu_grid * out_flat) / np.sum(mu_grid)
# finite run time blurs the edge of the cone by less than 0.002
assert abs(traj_dir - P_dir) < 0.003
assert abs(traj_flux - P_flux) < 0.004
forbidden = (mu_grid > 0.2) & (mu_grid < mu_c - 0.005)
leak_flat = out_flat[forbidden].mean()
leak_rough = out_rough[forbidden].mean()
assert leak_flat == 0 and leak_rough > 0.01

# --- Count parallel-momentum channels on a square lattice ---------------
R = 500
n = np.arange(-R - 150, R + 151)
parallel_energy = E * (n[:, None]**2 + n[None, :]**2) / R**2
N_in = np.count_nonzero(parallel_energy <= E)
N_out = np.count_nonzero(parallel_energy <= E - U)
assert abs(N_out / N_in - P_flux) < 1e-3
P_diffuse = (E - U) / (2 * E - U)
assert abs(N_out / (N_in + N_out) - P_diffuse) < 1e-3

# --- Unequal masses: random isotropic vectors, outside energy balance ---
v = rng.normal(size=(500000, 3))
sin2 = (v[:, 0]**2 + v[:, 1]**2) / np.sum(v**2, axis=1)
for ratio in (0.5, 0.8, 1.0, 1.2):
    outside_normal_energy = E - U - ratio * E * sin2
    sampled = np.mean(outside_normal_energy > 0)
    assert abs(sampled - p_dir(E, U, ratio)) < 0.004


# --- Schroedinger equation for a step of finite width -------------------
def transmission(mu, width):
    k1 = np.sqrt(E * mu**2 / hbar2_2m)
    k2 = np.sqrt((E * mu**2 - U) / hbar2_2m)
    L = 30 * width

    def rhs(z, y):
        V = U / (1 + np.exp(-z / width))
        return [y[1], (V - E * mu**2) / hbar2_2m * y[0]]

    sol = solve_ivp(rhs, (L, -L), [1 + 0j, 1j * k2], rtol=1e-8, atol=1e-10)
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + dpsi / (1j * k1))
    return k2 / k1 / abs(incident)**2


def averaged_transmission(width):
    X = np.arccosh(1 / mu_c)
    nodes, weights = np.polynomial.legendre.leggauss(16)
    x = 0.5 * X * (nodes + 1)
    mu = mu_c * np.cosh(x)
    w = 0.5 * X * weights * mu_c * np.sinh(x)
    T = np.array([transmission(m, width) for m in mu])
    return np.sum(w * T), np.sum(2 * mu * w * T)


wave_dir, wave_flux = p_wave(E, U)
sharp_dir, sharp_flux = averaged_transmission(0.0005)
round_dir, round_flux = averaged_transmission(step_width)
T_normal = 1 - np.exp(-4 * np.arccosh(1 / mu_c))
# the numerical step has a small but finite width
assert abs(transmission(1.0, 0.0005) - T_normal) < 1e-3
assert abs(sharp_dir - wave_dir) < 1e-3
assert abs(sharp_flux - wave_flux) < 1e-3
assert wave_dir < round_dir < P_dir
assert wave_flux < round_flux < P_flux


# --- Birth at a depth, with collisions ----------------------------------
def arrival_escape(tau):
    return 1 - mu_c * expn(2, tau / mu_c) / expn(2, tau)


def transport(depths, absorb):
    """First-flight arrivals, first-flight escapes, all escapes."""
    z = depths.copy()
    first = None
    total = 0
    while z.size:
        mu = rng.uniform(-1, 1, z.size)
        z = z - mu * rng.exponential(mean_free_path, z.size)
        hit = z < 0
        out = hit & (mu > mu_c)
        if first is None:
            first = hit.sum(), out.sum()
        total += out.sum()
        z = np.abs(z[~out])          # specular return into the solid
        z = z[rng.random(z.size) >= absorb]
    return first[0], first[1], total


N = 1000000
tau = birth_depth / mean_free_path
hits, outs, total_one = transport(np.full(N, birth_depth), 1.0)
P_depth = arrival_escape(tau)
ballistic_yield = 0.5 * (expn(2, tau) - mu_c * expn(2, tau / mu_c))
assert abs(outs / hits - P_depth) < 0.009          # sampling error
assert abs(total_one / N - ballistic_yield) < 0.0012
hits_u, outs_u, _ = transport(rng.uniform(0, 8 * mean_free_path, N), 1.0)
assert abs(outs_u / hits_u - P_flux) < 0.014       # sampling error
assert abs(arrival_escape(1e-5) - P_dir) < 1e-3
total_multi = transport(np.full(N, birth_depth), absorb_probability)[2]
multi_yield = total_multi / N
assert multi_yield > ballistic_yield

# --- Extracting field: image-force lowering and tunnelling --------------
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
image = (permittivity - 1) / (permittivity + 1)
lowering = np.sqrt(image * coulomb * field)
top = minimize_scalar(lambda z: image * coulomb / (4 * z) + field * z,
                      bounds=(0.1, 100), method="bounded")
assert abs(top.fun - lowering) < 1e-6
tunnel_width = (0.75 * np.sqrt(hbar2_2m) * field)**(2 / 3)
exponent = 2 * quad(lambda z: np.sqrt(max(0.0, tunnel_width - field * z)
                                      / hbar2_2m),
                    0, tunnel_width / field)[0]
assert abs(exponent - 1) < 1e-5
kT = const.k * temperature / const.e

# --- Output -------------------------------------------------------------
print(f"Barrier U, energy E from band bottom: {U:.1f}, {E:.1f} eV")
print(f"Kinetic energy in vacuum E-U: {E-U:.1f} eV")
print(f"Critical cosine sqrt(U/E): {mu_c:.4f}")
print(f"Critical internal angle: {np.degrees(np.arccos(mu_c)):.1f} deg")
print(f"P_dir = 1-sqrt(U/E): {P_dir:.4f}")
print(f"P_dir from trajectories: {traj_dir:.4f}")
print(f"P_dir over full sphere of directions: {P_dir/2:.4f}")
print(f"P_flux = 1-U/E: {P_flux:.4f}")
print(f"P_flux from trajectories: {traj_flux:.4f}")
print(f"P_flux from channel counting: {N_out/N_in:.4f}")
print(f"Ratio P_flux/P_dir: {P_flux/P_dir:.4f}")
print(f"Wrong value, E-U put in place of E: {1-np.sqrt(U/(E-U)):.4f}")
print(f"Escaping share outside cone, flat surface: {leak_flat:.3f}")
print(f"Escaping share outside cone, corrugated: {leak_rough:.3f}")
print(f"Mean free path, birth depth: {mean_free_path:.1f}, "
      f"{birth_depth:.1f} nm")
for t in (0.01, 0.1, 1.0, 3.0):
    print(f"Escape per unscattered arrival, depth/mfp {t:.2f}: "
          f"{arrival_escape(t):.4f}")
print(f"Same, depth/mfp 1, Monte Carlo: {outs/hits:.3f}")
print(f"Same, uniform source, Monte Carlo: {outs_u/hits_u:.3f}")
print(f"Sharp-step transmission at normal incidence: {T_normal:.4f}")
print(f"P_dir, P_flux with sharp-step reflection: "
      f"{wave_dir:.4f}, {wave_flux:.4f}")
print(f"Same from Schroedinger equation: {sharp_dir:.4f}, {sharp_flux:.4f}")
print(f"Same, step width parameter {step_width:.2f} nm: "
      f"{round_dir:.4f}, {round_flux:.4f}")
print("Table: E (eV), P_dir, P_flux, P_dir with sharp-step reflection")
for en in (3.0, 4.0, 6.0, 10.0, 20.0):
    print(f"  {en:5.1f}  {p_dir(en, U):.4f}  {p_flux(en, U):.4f}  "
          f"{p_wave(en, U)[0]:.4f}")
print("Neglected effects at the example's E:")
for b in (U - 1, U + 1):
    print(f"P_dir, P_flux for U = {b:.1f} eV: "
          f"{p_dir(E, b):.4f}, {p_flux(E, b):.4f}")
for ratio in (0.8, 1.2):
    print(f"P_dir, P_flux for mass ratio {ratio:.1f}: "
          f"{p_dir(E, U, ratio):.4f}, {p_flux(E, U, ratio):.4f}")
print(f"Escape at fully randomizing surface: {P_diffuse:.4f}")
print(f"Yield per electron born at depth, first flight: "
      f"{ballistic_yield:.4f}")
print(f"Same with repeated attempts, removal chance "
      f"{absorb_probability:.1f}: {multi_yield:.4f}")
print(f"Yield ratio repeated/first flight: "
      f"{multi_yield/ballistic_yield:.2f}")
print(f"Change of P_dir for {loss_energy:.1f} eV loss: "
      f"{p_dir(E-loss_energy, U)-P_dir:+.4f}")
print(f"Thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"Change of P_dir for E raised by kT: {p_dir(E+kT, U)-P_dir:+.4f}")
print(f"Extracting field: {field*10:.2f} MV/cm")
print(f"Field / rough breakdown field of {breakdown_field*10:.0f} MV/cm: "
      f"{field/breakdown_field:.3f}")
print(f"Relative permittivity (rough): {permittivity:.1f}")
print(f"Image-force barrier lowering: {lowering:.4f} eV")
print(f"Change of P_dir from lowering: {p_dir(E, U-lowering)-P_dir:+.4f}")
print(f"Depth below top where tunnel exponent is 1: {tunnel_width:.4f} eV")
print(f"Change of P_dir for U lowered by that depth: "
      f"{p_dir(E, U-tunnel_width)-P_dir:+.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Barrier U, energy E from band bottom: 2.5, 6.0 eV
Kinetic energy in vacuum E-U: 3.5 eV
Critical cosine sqrt(U/E): 0.6455
Critical internal angle: 49.8 deg
P_dir = 1-sqrt(U/E): 0.3545
P_dir from trajectories: 0.3550
P_dir over full sphere of directions: 0.1773
P_flux = 1-U/E: 0.5833
P_flux from trajectories: 0.5840
P_flux from channel counting: 0.5833
Ratio P_flux/P_dir: 1.6455
Wrong value, E-U put in place of E: 0.1548
Escaping share outside cone, flat surface: 0.000
Escaping share outside cone, corrugated: 0.091
Mean free path, birth depth: 1.0, 1.0 nm
Escape per unscattered arrival, depth/mfp 0.01: 0.3687
Escape per unscattered arrival, depth/mfp 0.10: 0.4337
Escape per unscattered arrival, depth/mfp 1.00: 0.7029
Escape per unscattered arrival, depth/mfp 3.00: 0.9091
Same, depth/mfp 1, Monte Carlo: 0.704
Same, uniform source, Monte Carlo: 0.588
Sharp-step transmission at normal incidence: 0.9821
P_dir, P_flux with sharp-step reflection: 0.3163, 0.5278
Same from Schroedinger equation: 0.3163, 0.5278
Same, step width parameter 0.05 nm: 0.3375, 0.5600
Table: E (eV), P_dir, P_flux, P_dir with sharp-step reflection
    3.0  0.0871  0.1667  0.0573
    4.0  0.2094  0.3750  0.1700
    6.0  0.3545  0.5833  0.3163
   10.0  0.5000  0.7500  0.4682
   20.0  0.6464  0.8750  0.6232
Neglected effects at the example's E:
P_dir, P_flux for U = 1.5 eV: 0.5000, 0.7500
P_dir, P_flux for U = 3.5 eV: 0.2362, 0.4167
P_dir, P_flux for mass ratio 0.8: 0.4796, 0.7292
P_dir, P_flux for mass ratio 1.2: 0.2831, 0.4861
Escape at fully randomizing surface: 0.3684
Yield per electron born at depth, first flight: 0.0522
Same with repeated attempts, removal chance 0.5: 0.1011
Yield ratio repeated/first flight: 1.94
Change of P_dir for 0.1 eV loss: -0.0054
Thermal energy at 300 K: 0.0259 eV
Change of P_dir for E raised by kT: +0.0014
Extracting field: 0.10 MV/cm
Field / rough breakdown field of 5 MV/cm: 0.020
Relative permittivity (rough): 2.6
Image-force barrier lowering: 0.0800 eV
Change of P_dir from lowering: +0.0104
Depth below top where tunnel exponent is 1: 0.0129 eV
Change of P_dir for U lowered by that depth: +0.0017
ALL CHECKS PASSED
```
